# Current angle and field response of an anisotropic magnetoresistance sensor

## Problem

A long, thin ferromagnetic strip lies in the \(xy\) plane with its length along \(x\). Its easy axis is \(x\), and at zero field it is magnetized along \(+x\). The field to be measured is applied in the plane, across the strip, and is written \(B=\mu_0H\). A current is sent through the film at a fixed angle \(\alpha\) to \(+x\). The resistivity for current parallel to the magnetization is \(\rho_\parallel\), and for current perpendicular to it \(\rho_\perp\). Define

\[
D=\rho_\parallel-\rho_\perp>0,\qquad \rho_m=\tfrac12(\rho_\parallel+\rho_\perp).
\]

(a) Which angle \(\alpha\) between 0 and 90 degrees makes the resistivity respond linearly to a small \(B\), with the largest slope?

(b) How far does the straight line hold?

(c) Evaluate the response at \(B=0.15\) mT for a permalloy-like strip with these rough typical values: thickness \(t=20\) nm, width \(w=20\) µm, length 1 mm, \(\rho_m=20\) µΩ cm, \(D/\rho_m=2\%\), induced anisotropy field 0.50 mT and \(\mu_0M_s=1.0\) T.

Assume a single magnetic domain with in-plane magnetization, and a film whose electrical properties have no preferred in-plane direction apart from the magnetization. The change of resistivity with field at fixed magnetization direction is neglected.

## First estimate by scaling

Let \(\phi\) be the angle of the magnetization from \(+x\). The induced anisotropy costs an energy density \(K\sin^2\phi\). Magnetic charges on the long edges cost \(\tfrac12\mu_0NM_s^2\sin^2\phi\), where \(N\) is the demagnetizing factor across the width; that along the length is neglected. For small \(\phi\), the restoring torque is therefore \((2K+\mu_0NM_s^2)\phi\), while the field supplies \(M_sB\). Balancing them gives

\[
\phi\approx h\equiv\frac{B}{B_K},\qquad
B_K=\frac{2K}{M_s}+N\mu_0M_s .
\]

The resistivity varies as \(D\cos^2\theta\), where \(\theta=\phi-\alpha\) is the angle between magnetization and current. A small rotation changes it by

\[
\delta\rho\approx D\,\phi\,\frac{d\cos^2\theta}{d\theta}\bigg|_{\theta=-\alpha}
=D\,\phi\sin2\alpha .
\]

For \(\alpha=0\) the slope vanishes and the change is of order \(Dh^2\), with no information about the sign of \(B\). For \(\alpha=45^\circ\) the slope factor is 1, its largest value, so \(\delta\rho\approx Dh\).

The second derivative of \(\cos^2\theta\) is \(-2\cos2\theta\), which is zero at \(\theta=-45^\circ\). Reversing \(B\) reverses \(\phi\), so \(\phi\) contains no \(h^2\) term either. The first correction is thus of order \(h^3\), and the relative error of the line is of order \(h^2\), with a coefficient that scaling does not supply.

For the numbers of part (c), the cross-section is approximated by a flat ellipse, which can rotate uniformly. Its demagnetizing factor is \(N=t/(t+w)=20/20020=0.000999\). The shape field is 0.999 mT and

\[
B_K=0.50+0.999=1.499\ \text{mT},\qquad h=\frac{0.15}{1.499}=0.100 .
\]

With \(D=0.02\times20=0.40\) µΩ cm, the estimated change at 45 degrees is 0.040 µΩ cm, with a relative error of order 1%.

## Exact solution of the single-domain model

**Resistivity.** Let \(\mathbf m\) be the unit vector along the magnetization. Current along \(\mathbf m\) meets \(\rho_\parallel\), and current across it meets \(\rho_\perp\). Hence

\[
\mathbf E=\rho_\perp\mathbf J+D\,\mathbf m(\mathbf m\cdot\mathbf J).
\]

An anomalous Hall term, proportional to \(\mathbf m\times\mathbf J\), points out of the film here and has no component along \(\mathbf J\). The measured resistivity is the component of \(\mathbf E\) along \(\mathbf J\), divided by \(J\):

\[
\rho=\rho_\perp+D\cos^2(\phi-\alpha).
\]

Using \(\cos^2\theta=\tfrac12(1+\cos2\theta)\) and \(\rho_\perp+D/2=\rho_m\),

\[
\rho=\rho_m+\frac D2\cos(2\phi-2\alpha). \tag{1}
\]

**Magnetization angle.** The energy density, including the field term, is

\[
u=K\sin^2\phi+\tfrac12\mu_0NM_s^2\sin^2\phi-M_sB\sin\phi .
\]

Its derivative is

\[
\frac{du}{d\phi}=M_s\cos\phi\,(B_K\sin\phi-B).
\]

For \(|B|<B_K\), the bracket vanishes at

\[
\sin\phi=\frac{B}{B_K}=h. \tag{2}
\]

The second derivative is

\[
\frac{d^2u}{d\phi^2}=M_s\left[-\sin\phi\,(B_K\sin\phi-B)+B_K\cos^2\phi\right].
\]

At the solution (2) the first term is zero, leaving \(M_sB_K\cos^2\phi>0\), so the state is stable. The other stationary points, \(\phi=\pm90^\circ\), have second derivatives \(-M_s(B_K\mp B)<0\) and are maxima.

Equation (2) has two stable solutions, \(\cos\phi=\pm\sqrt{1-h^2}\). A film that starts along \(+x\) and is not reversed keeps the plus sign.

**Response for any current angle.** On this branch,

\[
\cos2\phi=1-2h^2,\qquad
\sin2\phi=2\sin\phi\cos\phi=2h\sqrt{1-h^2}.
\]

Expanding the cosine in (1) as \(\cos2\phi\cos2\alpha+\sin2\phi\sin2\alpha\) gives

\[
\rho=\rho_m+\frac D2\cos2\alpha\,(1-2h^2)
+D\sin2\alpha\;h\sqrt{1-h^2}. \tag{3}
\]

The slope at zero field is \(D\sin2\alpha/B_K\). It is largest at \(\alpha=45^\circ\), where \(\cos2\alpha=0\) also removes the even part of (3). Therefore

\[
\rho=\rho_m+D\,h\sqrt{1-h^2}
=\rho_m+D\left(h-\frac{h^3}{2}+O(h^5)\right). \tag{4}
\]

This answers part (a): at 45 degrees the response is linear for small \(h\), and its first correction is cubic.

If the film is reversed to the branch near \(-x\), \(\cos\phi\) changes sign at the same \(h\). The signal in (4) then changes sign too. A sensor must therefore be kept on, or returned to, a known branch.

**Range.** Relative to the straight line \(Dh\), the signal falls short by

\[
\varepsilon=1-\sqrt{1-h^2}\approx\frac{h^2}{2}.
\]

Setting \(\varepsilon=0.01\) gives \(h=\sqrt{1-0.99^2}=0.141\), or \(B=0.211\) mT. At larger fields the slope

\[
\frac{d}{dh}\left(h\sqrt{1-h^2}\right)=\frac{1-2h^2}{\sqrt{1-h^2}}
\]

vanishes at \(h=1/\sqrt2\). This is 1.060 mT, where the change reaches \(D/2=0.200\) µΩ cm. Beyond this peak the signal falls, so one reading can belong to two fields. For \(B\geq B_K\) the magnetization lies along the field, 45 degrees from the current, and \(\rho\) is back at \(\rho_m\).

## Comparison of estimate and solution

At 0.15 mT the magnetization turns by 5.74 degrees. The resistivities in µΩ cm are:

| Current angle | \(-0.15\) mT | 0 | \(+0.15\) mT |
|---|---:|---:|---:|
| 0° | 20.1960 | 20.2000 | 20.1960 |
| 45° | 19.9602 | 20.0000 | 20.0398 |

At 0 degrees both field signs lower the resistivity by 0.0040 µΩ cm, the size \(Dh^2\) found by scaling. At 45 degrees the changes are equal and opposite, 0.0398 µΩ cm, about ten times larger.

The scaling estimate at 45 degrees was 0.0400 µΩ cm, and the exact change is 0.50% smaller. Scaling gave the correct power for this error, \(h^2\), and the solution supplies the factor \(1/2\). Taking the factor as 1 would have put the 1% limit at \(h=0.10\), or 0.15 mT, instead of 0.211 mT.

## Reading the signal with a bridge

The signal sits on a background \(\rho_m\) that is 500 times larger than the change at the test field. A bridge removes this background. Take two voltage dividers, each with one arm at \(+45^\circ\) and one at \(-45^\circ\), in opposite order. All arms have the same geometry and are magnetized along \(+x\). From (3), their resistivities are \(\rho_\pm=\rho_m\pm Dh\sqrt{1-h^2}\), and the voltage between the midpoints is

\[
\frac{V}{V_0}=\frac{\rho_+-\rho_-}{\rho_++\rho_-}
=\frac{D}{\rho_m}\,h\sqrt{1-h^2}.
\]

With \(V_0=1\) V this is \(0.02\times0.100\times0.995\) V, or 1.99 mV. The small-field sensitivity is \(20\ \text{mV}/1.499\ \text{mT}=13.3\) mV/mT.

The bridge also tolerates an error in the current angle if the error is equal and opposite in the two kinds of arm. For a single element at 40 degrees, the ratio of the field-dependent even part to the odd part of (3) is

\[
-\frac{h\cot80^\circ}{\sqrt{1-h^2}}=-1.8\%
\]

at the test field. In a bridge with arms at \(\pm40^\circ\), reversing \(B\) exchanges \(\rho_+\) and \(\rho_-\), so \(V\) merely changes sign and has no even part. A rotation of all current directions by the same angle \(\delta\) is not removed. From (1), the arms at \(\pm45^\circ+\delta\) then have \(\rho_\pm=\rho_m\pm\tfrac D2\sin(2\phi-2\delta)\), so \(V/V_0=(D/2\rho_m)\sin(2\phi-2\delta)\), which is not zero at zero field.

## The model beside a real sensor

Permalloy sensors of this kind obtain the slanted current from highly conducting stripes laid across the film, the barber-pole arrangement. The shape assumed for the cross-section has a marked effect on the slope. An ellipse rotates uniformly, while in a rectangular strip the edge charges hold back the rotation near the edges. A magnetostatic calculation without exchange gives \(\sin\phi=0.103\) at the centre but only about 0.01 in the outermost cell, which is 40 nm wide. The mean of \(\sin\phi\) is 0.83 of the value for the ellipse, which lowers the sensitivity to about 11 mV/mT if the current samples the width evenly. The linearity survives: each part of the width contributes a signal odd in \(B\), and the strip departs from its own straight line by 0.41% at the test field. At larger fields the edges saturate last, so the signal does not vanish at \(B_K\) as it does in the uniform model. Against a uniform restoring field \(B_K\), exchange with stiffness \(A\) would smooth the magnetization over the length \(\sqrt{2A/(M_sB_K)}\), about 0.13 µm for a rough value \(A=10\) pJ/m. This is small compared with the width, so exchange is expected to matter mainly near the edges.

Some other corrections, estimated with the uniform model, are as follows.

- **Direction of the electric field.** Ideal stripes, separated by gaps much narrower than the strip, fix the direction of \(\mathbf E\), not of \(\mathbf J\). The effective resistivity is then the inverse of the conductivity along \(\mathbf E\),
\[
\rho_E=\left(\frac{\cos^2\theta}{\rho_\parallel}+\frac{\sin^2\theta}{\rho_\perp}\right)^{-1}
=\frac{\rho_m^2-D^2/4}{\rho_m-\tfrac D2\cos2\theta}.
\]
At 45 degrees \(\cos2\theta\approx2h\). Expanding the denominator gives field-dependent terms in the ratio \(1:(D/\rho_m)h\) for the linear and quadratic parts. In the limit of very narrow gaps the even part is 0.2% of the odd part at the test field. With wider gaps the insulating edges of the strip also turn the current toward \(x\). This adds an even part of the opposite sign, which first cancels the 0.2% term and exceeds it in size once the gap, measured along the strip, passes roughly a tenth of the width.

- **Stray field along \(+x\).** A field \(B_x\) adds \(-M_sB_x\cos\phi\) to \(u\). For small angles the balance becomes \((B_K+B_x)\phi=B\). With \(B_x=0.05\) mT the gain falls by 3.2%.

- **Temperature.** A resistivity drift of roughly 0.3% per kelvin makes a single element report a false field of \((0.003/0.02)\times1.499=0.225\) mT per kelvin, more than the field being measured. In a bridge of identical arms at the same temperature the zero stays fixed, and the gain falls by 0.3% per kelvin if \(D\) is held constant.

- **Field of the drive current.** A straight current path gives 500 Ω per arm and 1 mA. If all of this current flowed in a sheet on one side of the film, its field would be about \(\mu_0I/2w=0.031\) mT, or 21% of the test field. Current in the film itself gives no mean in-plane field, so only the part carried by the stripes counts. With narrow gaps at 45 degrees, the current crosses each gap by a path \(\sqrt2\) times shorter and \(\sqrt2\) times wider, which halves the resistance even if the stripes themselves take up no length. At the same supply voltage the current is then 2 mA. In the gaps it runs at 45 degrees, so the stripes must carry its transverse part back, and with it half of the current along \(x\). Averaged over stripes and gaps, the field across the strip is then again about 0.031 mT. A field of the same size also points along \(x\) and changes the gain as a stray field does. Wider stripes raise both the current and the field across the strip. The field across the strip appears as an offset if it has the same sign in all arms.

- **Noise.** For the straight-path resistance of 500 Ω, Johnson noise at 300 K in a 1 kHz bandwidth is 91 nV, equivalent to 7 nT. The lower resistance of a striped film reduces this noise. Amplifier, low-frequency and magnetic noise are not included.

With the easy axis along the strip and the field exactly across it, a current at 45 degrees to the zero-field magnetization thus removes the quadratic term in the single-domain model. A tilted easy axis or an offset field across the strip breaks this symmetry and brings a small quadratic term back. The value of the slope depends on the strip's shape, stray fields and temperature.

## Values computed for the example and the checks

```
thickness 20 nm, width 20 um, length 1 mm
mean resistivity 20.0 uOhm cm, D 0.40 uOhm cm, D/rho_m 2.0 %
induced anisotropy field 0.50 mT, mu0 Ms 1.0 T
shape factor N 0.000999, shape field 0.999 mT
total anisotropy field B_K 1.499 mT
test field 0.15 mT, h 0.1001, phi 5.743 degrees
current at 0 degrees: rho(-B), rho(0), rho(+B) = 20.19599, 20.20000, 20.19599 uOhm cm
current at 45 degrees: rho(-B), rho(0), rho(+B) = 19.96017, 20.00000, 20.03983 uOhm cm
straight-line rho(+B) at 45 degrees 20.04003 uOhm cm
relative error of straight line at test field 0.502 %
current angle of largest slope (5-degree scan) 45 degrees
cubic coefficient estimated at h = 0.1: -0.5013
field for 1 % error 0.211 mT
field of peak signal 1.060 mT, peak change 0.2000 uOhm cm
bridge supply 1.0 V, output 1.9913 mV
bridge sensitivity 13.34 mV/mT
neglected effects:
rectangular strip: mean gain / uniform gain 0.830
rectangular strip: sin(phi) centre 0.1031, edge cell 0.0095
rectangular strip: error of straight line 0.409 %
exchange length (A = 10 pJ/m, rough) 0.129 um
imposed E direction: even / odd signal 0.199 %
current at 40 degrees: even / odd signal -1.77 %
stray field along x 0.05 mT: gain factor 0.9677
resistivity drift (rough) 0.3 %/K
single element: false field 0.225 mT per K
bridge: gain change -0.299 % per K at fixed D
element resistance (straight path) 500 Ohm, current 1.00 mA
field of drive current, upper estimate 0.0314 mT
Johnson noise at 300 K in 1 kHz 91.0 nV, field equivalent 6.82 nT
```
